\section*{Polarization variance at fixed field and fixed displacement for rigid ions}

\section{Two variances for one crystal}

In a model crystal of rigid ions at 300 K, with a cell of eight ions, the polarization along one axis has a thermal variance of $36.4\ (\mu\mathrm{C/cm^2})^2$ when the electric field is held at zero. When the displacement is held at zero instead, the variance is $4.36\ (\mu\mathrm{C/cm^2})^2$. The ratio is $8.35\pm0.04$. The relative permittivity of the same model, found separately from its mean response to a field, is 8.36. The ions, their energy at zero macroscopic field and the temperature are the same in both cases, and the mean polarization is zero in both. The electrical constraint alone differs.

\section{Setting and theorem}

A periodic, neutral cell of fixed shape and volume $V$ contains classical ions with fixed charges $q_i$ at temperature $T$; $\beta=1/(kT)$. The polarization along the axis $z$ is
\begin{equation}
P=\frac1V\sum_i q_i u_i ,
\end{equation}
where $u_i$ is the $z$ displacement of ion $i$ from a reference structure whose polarization is taken as zero. Displacements are followed continuously, so $P$ does not jump when an ion crosses a cell boundary. The electrical condition is changed along $z$ only; along $x$ and $y$ the macroscopic field stays zero.

Let $U$ be the ionic energy at zero macroscopic field. In an Ewald sum this is the choice of conducting boundaries. The two ensembles have the energies
\begin{align}
H_E&=U-VEP, &
H_D&=U+\frac{V(D-P)^2}{2\varepsilon_0}.
\label{eq:H}
\end{align}
Both give the right forces. Since $\partial P/\partial u_i=q_i/V$, the field term in $H_E$ gives the force $q_iE$, and that in $H_D$ gives $q_i(D-P)/\varepsilon_0$. The latter is $q_i$ times the instantaneous field, because $D=\varepsilon_0E+P$. The kinetic energy does not depend on the control and cancels from averages of positions.

Define the free-energy density $f(P)$ by collecting all configurations with the same polarization:
\begin{equation}
e^{-\beta Vf(P)}\propto\int d\mathbf r\,\delta\bigl(P-P(\mathbf r)\bigr)\,e^{-\beta U(\mathbf r)} .
\label{eq:f}
\end{equation}

\paragraph{Assumptions.} (i) The system stays in one phase, so that $f(P)-EP$ has a single minimum $\bar P$ in the region sampled, with $f''(\bar P)>0$. (ii) $f$ is smooth and tends to a limit as $V$ grows, with corrections of order $1/V$. (iii) The two states are matched: $D=\varepsilon_0E+\langle P\rangle_E$.

\paragraph{Theorem.} Let $\chi=\varepsilon_0^{-1}\,d\langle P\rangle_E/dE$ and $\varepsilon_r=1+\chi$. Then
\begin{equation}
\frac{\mathrm{Var}_E(P)}{\mathrm{Var}_D(P)}=\varepsilon_r+O(1/V),
\label{eq:theorem}
\end{equation}
and the correction is absent if $f$ is quadratic.

Here $\varepsilon_r$ is the static, differential permittivity at the given field and at fixed strain.

\section{Two lemmas and the proof}

\paragraph{Lemma 1 (response and variance).} At any size,
\begin{align}
\frac{d\langle P\rangle_E}{dE}&=\beta V\,\mathrm{Var}_E(P), &
\frac{d\langle P\rangle_D}{dD}&=\frac{\beta V}{\varepsilon_0}\mathrm{Var}_D(P).
\label{eq:fluct}
\end{align}

\emph{Proof.} For a weight $e^{-\beta H}$ that depends on a parameter $\lambda$, differentiating the numerator and the normalization of the mean gives
\begin{equation}
\frac{d\langle P\rangle}{d\lambda}
=-\beta\left[\left\langle P\frac{\partial H}{\partial\lambda}\right\rangle
-\langle P\rangle\left\langle\frac{\partial H}{\partial\lambda}\right\rangle\right].
\end{equation}
For $\lambda=E$, $\partial H_E/\partial E=-VP$, and the bracket is $-V\,\mathrm{Var}_E(P)$. For $\lambda=D$, $\partial H_D/\partial D=V(D-P)/\varepsilon_0$. The constant $D$ drops out of the covariance, leaving $-V\,\mathrm{Var}_D(P)/\varepsilon_0$. Multiplication by $-\beta$ gives both relations. $\square$

\paragraph{Lemma 2 (added stiffness).} For matched states, the exponents that govern $P$ have the same stationary point up to order $1/V$. Their curvatures there are $f''$ at fixed $E$ and $f''+1/\varepsilon_0$ at fixed $D$.

\emph{Proof.} The field terms in \eqref{eq:H} depend on the configuration through $P$ alone. By \eqref{eq:f}, the distributions of $P$ are therefore
\begin{align}
p_E(P)&\propto e^{-\beta V[f(P)-EP]}, \\
p_D(P)&\propto e^{-\beta V[f(P)+(D-P)^2/(2\varepsilon_0)]} .
\end{align}
The stationary points obey $f'(P)=E$ and $f'(P)=(D-P)/\varepsilon_0$. If $f'(\bar P)=E$ and $D=\varepsilon_0E+\bar P$, the second condition also holds at $\bar P$. Matching with $\langle P\rangle_E$ instead of $\bar P$ shifts $D$ by order $1/V$, as shown next. Differentiating each bracket twice gives the curvatures. $\square$

\paragraph{Proof of the theorem.} Write $P=\bar P+x/\sqrt V$. At fixed $E$ the exponent becomes
\begin{equation}
\beta V[f-EP]=\text{const}+\frac{\beta f''}{2}x^2+\frac{\beta f'''}{6\sqrt V}x^3+\frac{\beta f''''}{24V}x^4+\dots
\end{equation}
with derivatives taken at $\bar P$. The leading distribution of $x$ is Gaussian with variance $kT/f''$. The cubic term shifts $\langle x\rangle$ by order $1/\sqrt V$, hence $\langle P\rangle$ by order $1/V$. It is odd in $x$, so it changes the variance of $x$ at second order, which is order $1/V$, as is the effect of the quartic term. The same expansion holds at fixed $D$ with $f''$ replaced by $f''+1/\varepsilon_0$. Thus
\begin{align}
\mathrm{Var}_E(P)&=\frac{kT}{Vf''}\left[1+O(1/V)\right],\\
\mathrm{Var}_D(P)&=\frac{kT}{V(f''+1/\varepsilon_0)}\left[1+O(1/V)\right].
\end{align}
By Lemma 1, $\varepsilon_0\chi=\beta V\,\mathrm{Var}_E(P)=1/f''+O(1/V)$. The ratio is
\begin{equation}
\frac{f''+1/\varepsilon_0}{f''}=1+\frac1{\varepsilon_0f''}=1+\chi
\end{equation}
up to order $1/V$. For quadratic $f$ both distributions are Gaussian, $f''$ is constant and no correction arises. $\square$

\paragraph{Remark (physical meaning).} At fixed $E$ the external circuit supplies whatever charge a fluctuation of $P$ requires. At fixed $D$ the free charge cannot change, so a fluctuation $\delta P$ creates the field $-\delta P/\varepsilon_0$, which pulls the ions back. A soft crystal, with small $f''$ and large $\chi$, feels this added stiffness most. As $\chi\to\infty$, $\mathrm{Var}_D$ tends to $\varepsilon_0kT/V$, while $\mathrm{Var}_E$ grows in proportion to $\chi$. As $\chi\to0$ the two variances become equal.

\section{Finite size and failure of the conditions}

\paragraph{Leading correction.} Take $f=aP^2/2+bP^4/4$ with $a,b>0$, at $E=D=0$. Let $k_s=a$ at fixed $E$ and $k_s=a+1/\varepsilon_0$ at fixed $D$. With $w=e^{-\beta V(k_sP^2/2+bP^4/4)}$, the integral of $d(Pw)/dP$ over all $P$ vanishes, so
\begin{equation}
1=\beta V\left(k_s\langle P^2\rangle+b\langle P^4\rangle\right).
\end{equation}
To first order in $b$, the Gaussian value $\langle P^4\rangle=3v^2$ may be used, where $v=\langle P^2\rangle$. Division by $v$ gives $1/v=\beta V(k_s+3bv)$. Subtracting this relation at fixed $E$ from that at fixed $D$, and multiplying by $v_E$,
\begin{align}
\frac{v_E}{v_D}-1-\frac{\beta Vv_E}{\varepsilon_0}
&=-3b\,\beta Vv_E\,(v_E-v_D)\nonumber\\
&\approx-\frac{3b}{a}(v_E-v_D),
\label{eq:dev}
\end{align}
since $\beta Vv_E\approx1/a$. By Lemma 1 the left side is the variance ratio minus $\varepsilon_r$. The right side falls as $1/V$.

For $a=1/(30\,\varepsilon_0)$, $b=a/P_0^2$ and $P_0=20\ \mu\mathrm{C/cm^2}$ at 300 K, direct integration gives deviations of $-1.59\times10^{-3}$ at $50\ \mathrm{nm^3}$ and $-0.80\times10^{-3}$ at $100\ \mathrm{nm^3}$. They halve when the volume doubles, and they are small beside a permittivity near 31.

\paragraph{Double well.} A ferroelectric can be modelled by $f=-|a|P^2/2+bP^4/4$, with minima at $\pm P_0$, $P_0^2=|a|/b$. The curvature in a well is $-|a|+3bP_0^2=2|a|$. A well susceptibility $\chi=30$ therefore requires $|a|=1/(60\,\varepsilon_0)$. With $P_0=20\ \mu\mathrm{C/cm^2}$ and $V=50\ \mathrm{nm^3}$, integration shows three cases.

Inside one well, at matched $D$, the ratio is 31.13. The theorem gives 31 for the curvature at the minimum, and the 0.4\% difference is a finite-size effect.

If at $E=0$ both wells are averaged, the variance is close to $P_0^2$ because it counts the distance between the phases. Divided by the variance at $D=0$, it gives $5.4\times10^4$. This is not the permittivity of either phase; assumption (i) is broken.

At $D=0$ the system sits at $P=0$, on the hump of $f$, where $f''=-|a|$. Fixed $D$ stabilizes this state because $1/\varepsilon_0-|a|>0$. The variance is
\begin{equation}
\mathrm{Var}_D\approx\frac{\varepsilon_0kT}{V}\,\frac{1}{1-1/60}=1.017\,\frac{\varepsilon_0kT}{V},
\end{equation}
and the integration gives the same factor. By Lemma 1, $d\langle P\rangle/dD=1.017>1$. Since $\varepsilon_0\,dE/dD=1-dP/dD$, the field falls as $D$ rises: the differential capacitance is negative. No stable state at fixed $E$ corresponds to it, so there is no ratio to form. This description supposes a region too small to split into domains.

\section{A rigid-ion crystal in the regime of MgO}

\paragraph{Static permittivity.} Ions of charge $\pm q$, $q=2e$, form a rocksalt lattice with nearest-neighbour distance $r_0=0.210$ nm. Neighbours repel through $\phi(r)=Be^{-r/\rho}$, $\rho=0.030$ nm. Let $C=q^2/(4\pi\varepsilon_0)$ and let $M$ be the Madelung constant. The energy per ion pair is $-MC/r+6\phi(r)$. Zero static pressure requires
\begin{equation}
\phi'(r_0)=-\frac{MC}{6r_0^2},\qquad \phi''(r_0)=-\frac{\phi'(r_0)}{\rho}.
\end{equation}
Shift the cations by $w$ along $z$ relative to the anions. Each of the two bonds along $z$ contributes curvature $\phi''$. Each of the four transverse bonds lengthens by $w^2/(2r_0)$ and contributes $\phi'/r_0$. The repulsive stiffness per pair is
\begin{equation}
2\phi''+\frac{4\phi'}{r_0}=\frac{MC}{3r_0^3}\left(\frac{r_0}{\rho}-2\right).
\end{equation}
For the Coulomb part, consider the potential $\Phi$ of the anion lattice at a cation. At zero macroscopic field the anions are accompanied by a uniform compensating charge density $q/v$, with $v=2r_0^3$ the volume per pair. At the cation site Poisson's equation gives $\nabla^2\Phi=-q/(\varepsilon_0v)$. Cubic symmetry assigns one third of this to $z$, so the Coulomb stiffness is $-q^2/(3\varepsilon_0v)=-2\pi C/(3r_0^3)$. The total is
\begin{equation}
K=\frac{C}{3r_0^3}\left[M\left(\frac{r_0}{\rho}-2\right)-2\pi\right].
\end{equation}
A field displaces the sublattices by $w=qE/K$ and gives $P=qw/v$. Hence
\begin{equation}
\chi=\frac{q^2}{\varepsilon_0vK}=\frac{2\pi C}{r_0^3K}
=\frac{6\pi}{M(r_0/\rho-2)-2\pi}.
\end{equation}
With $M=1.7476$ and $r_0/\rho=7$ the denominator is $8.738-6.283=2.455$, and $\chi=7.68$. The second derivatives of the full Ewald energy of the eight-ion cell also give 7.68.

\paragraph{Thermal sampling.} At 300 K the 21 internal coordinates of the cell, $V=0.0741\ \mathrm{nm^3}$, were sampled with the full anharmonic energy, by Gaussian samples reweighted to the exact Boltzmann factor. Separate samples were used for each electrical condition.

A field of 5 MV/cm produces $\langle P\rangle_E=3.257\ \mu\mathrm{C/cm^2}$, while $\varepsilon_0E=0.4427\ \mu\mathrm{C/cm^2}$. Thus $\chi=3.257/0.4427=7.36$ and $\varepsilon_r=8.36$. The matched displacement is $3.257+0.443=3.700\ \mu\mathrm{C/cm^2}$. Holding it fixed gives $\langle P\rangle_D=3.265\ \mu\mathrm{C/cm^2}$, within 0.3\% of the fixed-field mean.

The variance at $E=0$ gives $\chi=7.35$ through Lemma 1, in agreement with the mean response. At $D=0$, which is the matched state by symmetry, the rms polarization falls from 6.03 to $2.09\ \mu\mathrm{C/cm^2}$, and
\begin{equation}
\frac{36.37}{4.355}=8.35 .
\end{equation}
The quoted uncertainty of 0.04 comes from the scatter of four independent sets. The variances carry a sampling error of a few tenths of a percent, so their last digits are not significant, and an order-$1/V$ correction smaller than 0.04 is not resolved. The tests required the ratio and $\varepsilon_r$, the two values of $\chi$, and the two means to agree within 3\%; all did.

The thermal $\chi$ is 4\% below the static-lattice value. A plausible cause, not isolated here, is that thermal motion raises the average of the convex repulsive stiffness at fixed volume. The theorem needs no such explanation, since it relates quantities at the same temperature. The small cell suffices to test it but does not give a size-converged permittivity.

\section{What real ions and devices change}

\paragraph{Electronic polarizability.} Let $p$ be the polarization due to the ions at fixed $E$, and $p_e$ the electronic part induced by the field, with susceptibility $\chi_e=\varepsilon_\infty-1$. The electrons follow the ions at once, without thermal noise of their own. At fixed $D$ the energy density for a harmonic crystal is
\begin{equation}
\frac{p^2}{2\varepsilon_0\chi}+\frac{p_e^2}{2\varepsilon_0\chi_e}+\frac{(D-p-p_e)^2}{2\varepsilon_0}.
\end{equation}
Its minimum over $p_e$ satisfies $p_e/\chi_e=D-p-p_e$, so $p_e=\chi_e(D-p)/\varepsilon_\infty$ and $D-p-p_e=(D-p)/\varepsilon_\infty$. The last two terms become
\begin{equation}
\frac{(D-p)^2}{2\varepsilon_0}\,\frac{\chi_e+1}{\varepsilon_\infty^2}=\frac{(D-p)^2}{2\varepsilon_0\varepsilon_\infty}.
\end{equation}
The added stiffness is now $1/(\varepsilon_0\varepsilon_\infty)$, and the ionic variance ratio is $1+\chi/\varepsilon_\infty=\varepsilon_r/\varepsilon_\infty$, with $\varepsilon_r=\varepsilon_\infty+\chi$. The total polarization behaves differently. At fixed $E$, $p_e$ is constant; at fixed $D$, $P=p/\varepsilon_\infty+\text{const}$. Its variance ratio is therefore $\varepsilon_\infty^2(\varepsilon_r/\varepsilon_\infty)=\varepsilon_\infty\varepsilon_r$. For the rough value $\varepsilon_\infty=3$ and unchanged $\chi$, $\varepsilon_r=10.4$; the ionic ratio is 3.5 and the total ratio 31. With electrons that follow the ions without thermal noise, neither ratio equals $\varepsilon_r$ unless $\varepsilon_\infty=1$. If the electronic coordinate is itself classical and thermalized at the same temperature, as in some shell-model simulations, the theorem applies to the total polarization and its variance ratio is again $\varepsilon_r$.

\paragraph{Quantum ions.} A harmonic coordinate of angular frequency $\omega$ has mean energy $(\hbar\omega/2)\coth x$, $x=\hbar\omega/(2kT)$. Half of it is potential energy, whereas the classical potential energy is $kT/2$. The variance thus exceeds the classical one by the factor $x\coth x$. With the masses of Mg and O, the polar vibration has $\hbar\omega=48$ meV at fixed $E$. At fixed $D$ the stiffness is $\varepsilon_r$ times larger, so $\hbar\omega=48\sqrt{8.36}=139$ meV for rigid ions. The factors at 300 K are 1.27 and 2.71, and the ratio drops from 8.36 to $8.36\times1.27/2.71=3.9$. For $kT\gg\hbar\omega$ the classical result returns; for $kT\ll\hbar\omega$ the ratio tends to $\sqrt{\varepsilon_r}$.

\paragraph{Beside the real material.} The spacing, the charges and a static permittivity near 10 are roughly those of MgO. Rigid ions place the fixed-$D$ vibration too high; with $\varepsilon_\infty=3$ it falls to 89 meV. Electrons and quantum motion together reduce the ionic variance ratio from 8.4 to 2.4. The classical rigid-ion number is thus a property of the model and of simulations that use such a potential, not a prediction for MgO at room temperature. The 5 MV/cm probe is half a rough breakdown field of 10 MV/cm. At fixed $D$ the eight-ion cell has an rms field of 24 MV/cm, but this is a momentary average over a tiny volume. It scales as $V^{-1/2}$ and is 0.2 MV/cm for a cube of side 10 nm.

\paragraph{Between the two limits.} A short-circuited capacitor may hold a film of thickness $d$ in series with a linear layer of thickness $t$ and permittivity $\varepsilon_s$. For uniform $P$ and no charge at their interface, zero voltage means $Ed+Dt/(\varepsilon_0\varepsilon_s)=0$. With $s=t/(d\varepsilon_s)$ and $D=\varepsilon_0E+P$,
\begin{equation}
E=-\frac{s}{1+s}\,\frac{P}{\varepsilon_0}.
\end{equation}
The added stiffness is $s/[(1+s)\varepsilon_0]$. For rigid classical ions in a linear film, whose minimum is at $P=0$, the variance is smaller than at fixed $E$ by the factor $1+\chi s/(1+s)$. This is 1 without the layer and approaches $\varepsilon_r$ for $s\gg1$. Under these assumptions a linear dielectric film with an interface layer lies between the two ensembles, and a simulation meant to represent it needs the matching electrical condition. A poled ferroelectric film behaves differently, because the layer also moves the operating point. With $k=s/[(1+s)\varepsilon_0]$ added to the double well above, the minimum shifts to $P^2=(|a|-k)/b$ and the curvature there is $2(|a|-k)$, smaller than the $2|a|$ found without the layer. For $|a|=1/(60\,\varepsilon_0)$ and $s=0.01$ the polarization falls from 20 to $12.7\ \mu\mathrm{C/cm^2}$ and the variance grows about 2.5-fold; for $s>1/59$ the uniform poled state disappears. The factor $1+\chi s/(1+s)$ then holds only against a fixed-$E$ state matched to the shifted polarization, with $\chi$ taken there, and such a state exists only while $f''=2|a|-3k$ is positive. Domains and trapped interface charge, which can occur in real films, change the depolarizing field and are not covered by this estimate. The values used here are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 300 K, kT = 25.85 meV
Ion charge: 2 e; ion spacing: 0.210 nm
Repulsion range: 0.030 nm; prefactor: 1251.5 eV
Cell volume (8 ions): 0.07409 nm3
Madelung constant, series: 1.747565
Madelung constant, Ewald: 1.747571
Static-lattice chi, formula: 7.6792
Static-lattice chi, Ewald Hessian: 7.6785
Smallest nonzero Hessian eigenvalue: 9.40 eV/A2
Lowest sampling efficiency: 0.982
Probe field: 5.0 MV/cm
Mean P at probe field: 3.2567 uC/cm2
Matched D: 3.6995 uC/cm2
Mean P at matched D: 3.2645 uC/cm2
chi from mean response at 300 K: 7.356
chi from fixed-E variance: 7.347
eps_r = 1 + chi (response): 8.356
rms P at fixed E: 6.031 uC/cm2
rms P at fixed D: 2.087 uC/cm2
Variance at fixed E: 36.369 (uC/cm2)^2
Variance at fixed D: 4.355 (uC/cm2)^2
Variance ratio: 8.352 +- 0.039
dP/dD from means: 0.8824
dP/dD from fixed-D variance: 0.8797
Double well: P0 = 20 uC/cm2, chi = 30
Double well: volume = 50 nm3
Ratio inside one well: 31.127
Ratio, both wells at E=0 over D=0: 5.357e+04
Var_D at hump over eps0*kT/V: 1.0169
Single-well deviation, 50 nm3: -1.590e-03
Single-well deviation, 100 nm3: -7.967e-04
Rough electronic permittivity: 3.0
eps_r with electrons added: 10.356
Ionic variance ratio with electrons: 3.452
Total-P variance ratio with electrons: 31.07
Phonon quantum, fixed E: 48.0 meV
Phonon quantum, fixed D, rigid ions: 138.7 meV
Phonon quantum, fixed D, electrons: 89.1 meV
Quantum factor, fixed E: 1.272
Quantum factor, fixed D, rigid ions: 2.707
Quantum factor, fixed D, electrons: 1.837
Ratio, quantum rigid ions: 3.925
Ionic ratio, quantum and electrons: 2.390
rms field at fixed D, 8-ion cell: 23.57 MV/cm
rms field at fixed D, (10 nm)^3: 0.203 MV/cm
Probe over rough breakdown field: 0.50
\end{verbatim}
